# Radiative cooling of a thin wafer after rapid thermal annealing

At the end of a rapid thermal anneal the lamps are switched off and a hot wafer cools by its own thermal radiation. The wafer is a flat disc of thickness $d$, density $\rho$ and specific heat $c$. Each of its two faces has total hemispherical emissivity $\varepsilon$: it emits the fraction $\varepsilon$ of what a black surface at the same temperature would emit, summed over all frequencies and directions. The absolute temperature is $T(t)$, with $T(0)=T_0$.

Parts (a) to (c) use the following model. The temperature is uniform through the wafer (thermally thin) and across it. Heating has stopped completely, and losses to gas, supports and the edge are neglected. No radiation reaches the wafer, neither its own emission reflected back nor emission from the surroundings, which are taken to be at zero temperature. Both $\varepsilon$ and $c$ are constant. Parts (d) to (f) relax the assumptions on the surroundings, on the uniform temperature through the thickness and on the constant properties, one at a time.

The numbers refer to a model wafer with round parameters: $\rho=2000$ kg/m³, $c=1000$ J/(kg K), $d=0.75$ mm, radius $R=150$ mm, $\varepsilon=0.7$, thermal conductivity $k=30$ W/(m K) and $T_0=1300$ K. They are not data for a particular material. The emissivity of a lightly doped silicon wafer, for example, falls strongly when the wafer cools far enough to become partly transparent in the infrared, so the results below for low temperatures apply to the model wafer only.

## (a) The energy balance

**Find the differential equation for $T(t)$, and show where its power of $T$ comes from.**

A black surface emits with the Planck radiance, which is the same in all directions. Integrating the projection factor $\cos\theta$ over the outward hemisphere gives $\pi$, so the flux (power per area) is

$$M=\int_0^\infty \frac{2\pi h\nu^3}{c_0^2}\,\frac{d\nu}{e^{h\nu/k_BT}-1},$$

where $c_0$ is the speed of light. Substitute $x=h\nu/k_BT$, so that $\nu^3d\nu=(k_BT/h)^4x^3dx$:

$$M=\frac{2\pi k_B^4}{h^3c_0^2}\,T^4\int_0^\infty\frac{x^3\,dx}{e^x-1}.$$

The remaining integral is a pure number, so the flux varies as $T^4$. To evaluate it, expand $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$ and use $\int_0^\infty x^3e^{-jx}dx=6/j^4$. With the known sum $\sum_j j^{-4}=\pi^4/90$, the integral is $\pi^4/15$. Hence

$$M=\sigma T^4,\qquad \sigma=\frac{2\pi^5k_B^4}{15h^3c_0^2}.$$

At 1300 K, numerical integration of the Planck spectrum and $\sigma T^4$ both give $1.61952\times10^5$ W/m².

A face of the wafer emits $\varepsilon\sigma T^4$. Per unit wafer area there are two such faces, and the stored heat changes by $C\,dT$ with the areal heat capacity

$$C=\rho c d.$$

Nothing is absorbed, so the stored heat falls at the rate of emission:

$$C\frac{dT}{dt}=-2\varepsilon\sigma T^4. \tag{1}$$

The minus sign expresses cooling. If the faces had different emissivities, $2\varepsilon$ would be replaced by their sum.

The neglected edge has area $2\pi Rd$, against $2\pi R^2$ for both faces. The ratio is $d/R=0.50\,\%$, which is the size of the omission in the emitting area if the edge has a similar emissivity. This extra loss is concentrated within about $\sqrt{kt/\rho c}\approx1$ cm of the rim. For the model wafer cooling to 900 K, the rim therefore becomes roughly 10 K cooler than the centre, far more than the differences through the thickness found in part (e), although the effect on the mean temperature stays small.

The neglect of gas can matter more. With a heat-transfer coefficient of 10 W/(m² K) and gas at 300 K, each face at 900 K would lose 6 kW/m² to the gas, against 26 kW/m² by radiation. The model is therefore meant for a wafer in vacuum or in gas that carries away little heat.

## (b) A quantity that grows linearly in time

**Find a power of $T$ whose time derivative is constant, and solve for $T(t)$. Examine early and late times.**

For any power $p\neq0$, the chain rule and (1) give

$$\frac{d}{dt}T^{-p}=-pT^{-p-1}\frac{dT}{dt}
=\frac{2p\varepsilon\sigma}{C}\,T^{3-p}.$$

The two minus signs cancel. While $T$ changes, the right side is constant only if $p=3$. Then

$$\frac{d}{dt}\frac1{T^3}=\frac{6\varepsilon\sigma}{C},$$

and integration from $0$ to $t$ gives

$$\boxed{\frac1{T^3}=\frac1{T_0^3}+\frac{6\varepsilon\sigma}{C}\,t.} \tag{2}$$

The factor 6 is the two faces times the power three. With one radiating face it would be 3.

Define the time

$$\tau=\frac{C}{2\varepsilon\sigma T_0^3}. \tag{3}$$

By (1), the initial cooling rate is $2\varepsilon\sigma T_0^4/C=T_0/\tau$, so $\tau$ is the time in which the wafer would reach zero temperature if it kept that rate. Multiply (2) by $T_0^3$ and use $6\varepsilon\sigma T_0^3/C=3/\tau$:

$$\left(\frac{T_0}{T}\right)^3=1+\frac{3t}{\tau},\qquad
T=T_0\left(1+\frac{3t}{\tau}\right)^{-1/3}. \tag{4}$$

Solved for time, this is

$$t=\frac{\tau}{3}\left[\left(\frac{T_0}{T}\right)^3-1\right]. \tag{5}$$

At early times, $t\ll\tau$, use $(1+u)^{-1/3}=1-u/3+2u^2/9-\dots$ with $u=3t/\tau$:

$$T=T_0\left(1-\frac t\tau+\frac{2t^2}{\tau^2}-\dots\right).$$

The linear term is the cooling at the initial rate. The quadratic term is positive, because the emission weakens as the wafer cools.

At late times, $t\gg\tau$, the 1 in (4) can be dropped:

$$T\simeq T_0\left(\frac{\tau}{3t}\right)^{1/3}=\left(\frac{C}{6\varepsilon\sigma t}\right)^{1/3}.$$

The initial temperature has cancelled, since $T_0^3\tau=C/2\varepsilon\sigma$. Within this model a hotter start is eventually forgotten. The forgetting of $T_0$ also occurs with warm surroundings, but part (d) shows how little room surroundings at 300 K leave for the $t^{-1/3}$ form of this limit.

## (c) Numbers for the model wafer

**Calculate the slope of $1/T^3$, the initial cooling rate and the time to reach 900 K. Check the energy.**

The areal heat capacity is

$$C=2000\times1000\times0.75\times10^{-3}=1500\ \text{J/(m² K)}.$$

With $\sigma=5.670\times10^{-8}$ W/(m² K⁴), the slope is

$$\frac{6\varepsilon\sigma}{C}=\frac{6\times0.7\times5.670\times10^{-8}}{1500}
=1.588\times10^{-10}\ \text{K}^{-3}\,\text{s}^{-1}.$$

Equation (3) gives $\tau=8.60$ s, so the initial rate is $1300/8.60=151$ K/s. At 900 K the rate has fallen by the factor $(900/1300)^4$ to 34.7 K/s.

Direct numerical integration of (1), which does not use (2), gives:

| $t$ (s) | $T$ (K) | $1/T^3$ ($10^{-9}$ K⁻³) |
|---|---|---|
| 0 | 1300.0 | 0.4552 |
| 2 | 1089.8 | 0.7727 |
| 4 | 971.6 | 1.0902 |
| 6 | 892.3 | 1.4078 |
| 8 | 833.8 | 1.7253 |

The inverse cube rises by about 0.3175 in each interval, which is the slope times 2 s. The temperature falls by 210.2 K in the first interval and by 58.5 K in the last. Keeping the initial rate for 2 s would have given a fall of 302 K.

The time to reach 900 K follows from (5):

$$t=\frac{8.60}{3}\left[\left(\frac{1300}{900}\right)^3-1\right]=5.77\ \text{s}.$$

For the energy check, integrate (1) over time:

$$\int_0^t2\varepsilon\sigma T^4\,dt'=C(T_0-T)=1500\times400=6.00\times10^5\ \text{J/m²}.$$

Numerical integration of the emission along the solution (4) gives the same value.

## (d) Surroundings at a finite temperature

**Let the surroundings be black at temperature $T_s<T_0$. Find the cooling time, and state when they are cold enough for (2).**

The surroundings send the flux $\sigma T_s^4$ onto each face. Assume that the faces are grey, so that they absorb the fraction $\varepsilon$ of this radiation although its spectrum differs from that of their own emission. Then

$$C\frac{dT}{dt}=-2\varepsilon\sigma\,(T^4-T_s^4). \tag{6}$$

Separating the variables gives

$$t=\frac{C}{2\varepsilon\sigma}\int_T^{T_0}\frac{dT'}{T'^4-T_s^4}. \tag{7}$$

The minus sign has been used to exchange the limits. To integrate, factor $T^4-T_s^4=(T^2-T_s^2)(T^2+T_s^2)$ and split twice:

$$\frac1{T^4-T_s^4}=\frac1{2T_s^2}\left[\frac1{T^2-T_s^2}-\frac1{T^2+T_s^2}\right],$$

$$\frac1{T^2-T_s^2}=\frac1{2T_s}\left[\frac1{T-T_s}-\frac1{T+T_s}\right].$$

The terms integrate to logarithms and an arctangent. An antiderivative is therefore

$$G(T)=\frac1{4T_s^3}\ln\frac{T-T_s}{T+T_s}-\frac1{2T_s^3}\arctan\frac T{T_s},$$

and

$$t=\frac{C}{2\varepsilon\sigma}\,[G(T_0)-G(T)]. \tag{8}$$

To compare with (2), expand the integrand of (7) as a geometric series, which converges for $T'>T_s$:

$$\frac1{T'^4-T_s^4}=\frac1{T'^4}+\frac{T_s^4}{T'^8}+\dots$$

Integrating the first two terms gives

$$t=\frac{C}{2\varepsilon\sigma}\left[\frac{T^{-3}-T_0^{-3}}3+T_s^4\,\frac{T^{-7}-T_0^{-7}}7+\dots\right].$$

The first term is the time $t_{\rm cold}$ of the law (2). Dividing by it gives the fractional increase of the cooling time:

$$\frac{t}{t_{\rm cold}}-1=\frac37\,T_s^4\,\frac{T^{-7}-T_0^{-7}}{T^{-3}-T_0^{-3}}+\dots \tag{9}$$

All omitted terms are positive, so the leading term underestimates the increase.

There are also simple bounds. The integrand of (7) is $T'^{-4}$ times $1/[1-(T_s/T')^4]$, and this factor grows as $T'$ falls from $T_0$ to $T$. Hence

$$\frac1{1-(T_s/T_0)^4}<\frac{t}{t_{\rm cold}}<\frac1{1-(T_s/T)^4}.$$

For $T_s=300$ K the results are as follows. Both percentages are relative to $t_{\rm cold}$.

| $T$ (K) | $t_{\rm cold}$ (s) | $t$ from (8) (s) | increase (%) | leading term (%) |
|---|---|---|---|---|
| 1100 | 1.87 | 1.87 | 0.42 | 0.41 |
| 900 | 5.77 | 5.82 | 0.74 | 0.73 |
| 700 | 15.5 | 15.8 | 1.7 | 1.7 |
| 500 | 47.5 | 50.6 | 6.4 | 5.9 |
| 400 | 95.5 | 112.4 | 17.6 | 14.0 |

As far as the surroundings are concerned, the condition for (2) is thus $(T_s/T)^4\ll1$. This ratio is also the fractional reduction of the instantaneous cooling rate, as comparison of (6) with (1) shows. It reaches 1 % at $T=100^{1/4}T_s=949$ K. The increase of the total time at 900 K is still below 1 %, because most of the cooling took place at higher temperatures, where the reduction was smaller.

The late-time limit of part (b) requires $T$ to be far below $T_0$ and yet far above $T_s$. At 500 K, dropping the 1 in (5) changes the time by the fraction $1/[(1300/500)^3-1]=6.0\,\%$, while the surroundings have already lengthened it by 6.4 %. The first error grows towards higher temperatures and the second towards lower ones. With surroundings at 300 K, at least one of them is therefore about 6 % or larger at every temperature, so there is no range in which both approximations are good. Both changes lengthen the time relative to $t_{\rm cold}$, so near 500 K they happen to cancel and the late-time formula agrees with (8) to better than 1 %. The agreement is accidental: the formula gives a time about 8 % too long at 600 K and about 12 % too short at 400 K.

Close to $T_s$ the behaviour is different. Write $T=T_s+\delta$ with $\delta\ll T_s$. Then $T^4-T_s^4\simeq4T_s^3\delta$, and (6) becomes

$$\frac{d\delta}{dt}\simeq-\frac{8\varepsilon\sigma T_s^3}{C}\,\delta.$$

The approach to the surroundings is exponential, with time constant $C/(8\varepsilon\sigma T_s^3)$. Law (2), in contrast, would let the temperature pass through $T_s$ and tend to zero.

## (e) What "thermally thin" requires

**Take a finite conductivity $k$ and zero-temperature surroundings. Find the temperature differences inside the wafer and their effect on the cooling time.**

Let $x$ run from $-d/2$ to $d/2$, and let the wafer be opaque, so that the radiation leaves from the faces. The heat equation is

$$\rho c\,\frac{\partial T}{\partial t}=k\,\frac{\partial^2T}{\partial x^2},$$

and each face at temperature $T_f$ loses the flux $q=\varepsilon\sigma T_f^4$.

After a short transient, all planes cool at nearly the same rate. The total loss $2q$ then fixes $\rho c\,\partial T/\partial t=-2q/d$, and therefore $k\,\partial^2T/\partial x^2=-2q/d$. By symmetry the slope vanishes at the centre, where the temperature is $T_c$. Two integrations give

$$\frac{\partial T}{\partial x}=-\frac{2qx}{kd},\qquad T(x)=T_c-\frac{qx^2}{kd}.$$

At $x=d/2$ the outward conducted flux $-k\,\partial T/\partial x$ equals $q$, as it must. The centre is hotter than the face by

$$T_c-T_f=\frac{q}{kd}\,\frac{d^2}{4}=\frac{qd}{4k}.$$

The average of $x^2$ over the thickness is $d^2/12$, so the mean temperature $\bar T$ satisfies

$$\bar T-T_f=\frac{q}{kd}\left(\frac{d^2}4-\frac{d^2}{12}\right)=\frac{qd}{6k}. \tag{10}$$

At 1300 K, $qd/4k=0.71$ K. The small parameter is $qd/(kT)$, here $4\times0.709/1300=0.0022$.

The same parameter justifies the quasi-steady profile. The slowest symmetric deviation that carries no flux through the faces is $\cos(2\pi x/d)$. The heat equation makes it decay in the time $t_r=\rho cd^2/(4\pi^2k)$. With (3) and $q=\varepsilon\sigma T_0^4$,

$$\frac{t_r}\tau=\frac{\rho cd^2}{4\pi^2k}\,\frac{2\varepsilon\sigma T_0^3}{\rho cd}=\frac1{2\pi^2}\,\frac{qd}{kT_0}\approx1\times10^{-4}.$$

The profile thus adjusts much faster than the wafer cools.

For the cooling time, note that the stored heat depends on $\bar T$ but the emission on $T_f$:

$$C\frac{d\bar T}{dt}=-2\varepsilon\sigma T_f^4.$$

Insert (10). To first order in the small parameter, $q$ may be evaluated at $\bar T$:

$$T_f^4\simeq\bar T^4\left(1-\frac{4qd}{6k\bar T}\right)=\bar T^4\left(1-\frac{2\varepsilon\sigma d}{3k}\,\bar T^3\right).$$

Solving for $dt$, and inverting the bracket to the same order, gives

$$dt=-\frac{C}{2\varepsilon\sigma}\left(\frac1{\bar T^4}+\frac{2\varepsilon\sigma d}{3k}\,\frac1{\bar T}\right)d\bar T.$$

The first term reproduces (2). The second integrates to a delay,

$$\Delta t=\frac{Cd}{3k}\ln\frac{T_0}{\bar T}. \tag{11}$$

A numerical solution of the heat equation, started from a uniform 1300 K, tests these results. At $t=5.773$ s, when (2) gives 900 K, its mean temperature is 900.16 K. The centre is 0.163 K hotter than the face, in agreement with $qd/4k$. The delay is 4.60 ms, against 4.59 ms from (11). It is less than 0.1 % of the cooling time, and about a tenth of the delay caused by surroundings at 300 K. For this cooling to 900 K, neglecting the temperature differences through the thickness is therefore a better approximation than neglecting the surroundings.

## (f) Properties that vary with temperature

**Let $\varepsilon$ and $c$ depend on $T$. When does $1/T^3$ remain linear in time, and what replaces the law for power-law properties?**

With zero-temperature surroundings and a uniform wafer, the energy balance keeps the form (1) at each instant. The chain rule again gives

$$\frac{d}{dt}\frac1{T^3}=\frac{6\sigma\,\varepsilon(T)}{C(T)}. \tag{12}$$

The graph is straight if and only if the ratio $\varepsilon/C$ is constant over the temperatures passed through. Constancy of each property separately is sufficient but not necessary. For the same reason, a measured slope determines this ratio and not $\varepsilon$ or $C$ alone. This assumes, as in the model, that no emission is reflected back to the wafer; reflecting chamber walls would lower the slope, often strongly. For a cold grey wall of emissivity $\varepsilon_w$ parallel to each face, $\varepsilon$ is replaced by $1/(1/\varepsilon+1/\varepsilon_w-1)$, which is 0.41 instead of 0.7 for $\varepsilon_w=0.5$, a larger change than any correction computed in this text.

Now take

$$\varepsilon=\varepsilon_0\left(\frac T{T_0}\right)^n,\qquad C=C_0\left(\frac T{T_0}\right)^m,$$

and write $\theta=T/T_0$. With $\tau=C_0/(2\varepsilon_0\sigma T_0^3)$, the energy balance becomes

$$\frac{d\theta}{dt}=-\frac{\theta^{4+n-m}}\tau.$$

Set $p=3+n-m$ and assume $p>0$. The exponent is then $p+1$, and

$$\frac{d}{dt}\theta^{-p}=-p\,\theta^{-p-1}\frac{d\theta}{dt}=\frac p\tau.$$

Integration from $\theta=1$ gives

$$\left(\frac{T_0}T\right)^p=1+\frac{pt}\tau. \tag{13}$$

For $n=m$ this is (4). The power three is the fourth power of the emission less one, and unequal temperature dependences of $\varepsilon$ and $c$ shift it.

As an example, take $n=0.5$ and $m=0.2$, with the properties at 1300 K unchanged. Then $p=3.3$, and the time to 900 K is

$$t=\frac{8.60}{3.3}\left[\left(\frac{1300}{900}\right)^{3.3}-1\right]=6.16\ \text{s},$$

which is 6.8 % longer than the 5.77 s for constant properties. By (12), the slope of $1/T^3$ at 900 K is $(900/1300)^{0.3}=0.896$ of its initial value. Direct integration with these properties confirms both numbers.

Warm surroundings also reduce the slope during cooling, by the factor $1-(T_s/T)^4$. A graph of $1/T^3$ that bends downwards therefore does not by itself tell which of the two causes is at work. In this example, at 900 K, the varying properties lower the slope by about 10 % and surroundings at 300 K by about 1 %, and they lengthen the cooling time from 1300 K to 900 K by 6.8 % and 0.74 %. With these exponents the variation of $\varepsilon/C$ therefore matters more than the surroundings, but a much weaker variation would reverse the order. The numerical output below lists the cooling times and the slope ratio for the varying properties.

## Numbers as computed

```
areal heat capacity C = 1500.0 J/(m^2 K)
sigma = 5.670374e-08 W/(m^2 K^4)
black-body flux at 1300 K, Planck integral = 1.61952e+05 W/m^2
black-body flux at 1300 K, sigma*T^4 = 1.61952e+05 W/m^2
slope of 1/T^3 = 1.58770e-10 K^-3 s^-1
tau = 8.6005 s
cooling rate at 1300 K = 151.15 K/s
cooling rate at 900 K = 34.72 K/s
numerical integration, cold surroundings:
t (s), T (K), 1/T^3 (1e-9 K^-3)
0, 1300.00, 0.45517
2, 1089.75, 0.77271
4, 971.61, 1.09025
6, 892.25, 1.40779
8, 833.76, 1.72533
time to 900 K, cold surroundings = 5.7730 s
energy emitted down to 900 K = 6.0000e+05 J/m^2
surroundings at 300 K:
T (K), t cold (s), t warm (s), excess (%), leading term (%)
1100, 1.865, 1.873, 0.417, 0.415
900, 5.773, 5.816, 0.738, 0.731
700, 15.496, 15.764, 1.729, 1.691
500, 47.520, 50.571, 6.419, 5.882
400, 95.546, 112.409, 17.650, 13.963
rate error reaches 1 % at T = 948.7 K
heat equation at t = 5.7730 s, mean T = 900.160 K
centre minus face, numerical = 0.1628 K
centre minus face, q*d/(4k) = 0.1628 K
mean minus face, numerical = 0.1087 K
mean minus face, q*d/(6k) = 0.1085 K
conduction delay, numerical = 4.598 ms
conduction delay, formula = 4.594 ms
q*d/(4k) at 1300 K = 0.709 K
edge area / area of both faces = 0.50 %
power-law case: n = 0.5, m = 0.2, p = 3.3
time to 900 K in this case = 6.1642 s
slope of 1/T^3 at 900 K / initial slope = 0.8955
```
